# Variational energy of a linearized partial wave with prescribed logarithmic derivative

## Result

Let $\phi(r)$ be the normalized radial solution of the Schrödinger equation in a sphere of radius $s$ at a chosen energy $E_\nu$, and let $\dot\phi(r)$ be its energy derivative there. To obtain a function with a prescribed logarithmic derivative $D$ at $r=s$, take

$$
\Phi=\phi+\omega\dot\phi,\qquad
\omega(D)=-\frac{\phi(s)}{\dot\phi(s)}\,\frac{D-D\{\phi\}}{D-D\{\dot\phi\}}. \tag{1}
$$

Its energy expectation value is

$$
E_{\rm var}=E_\nu+\frac{\omega}{1+p\,\omega^2},\qquad p=\langle\dot\phi|\dot\phi\rangle. \tag{2}
$$

If $E$ is the exact energy with the same $D$, on the branch that passes through $E_\nu$, and $\varepsilon=E-E_\nu$, then

$$
E_{\rm var}-E=c\,\varepsilon^4+O(\varepsilon^5),\qquad c=\tfrac12\langle\dot\phi|\ddot\phi\rangle . \tag{3}
$$

The estimate is thus correct through third order in $E-E_\nu$, and the first error is of fourth order unless $c$ vanishes. This can happen at particular $E_\nu$ above the lowest branch; in the model of the worked example $c=0$ at $E_\nu\approx18.2$ eV, where the error is of fifth order. The simpler estimate $E_\nu+\omega$ has the error $p\,\varepsilon^3$ to leading order and is correct through second order.

## Conventions and assumptions

The potential $V(r)$ is real, spherical, independent of energy, and less singular than $r^{-2}$ at the origin. For angular momentum $l$ the radial operator is

$$
H=-\frac{\hbar^2}{2m}\left[\frac1r\frac{d^2}{dr^2}r-\frac{l(l+1)}{r^2}\right]+V(r).
$$

All radial functions are real and regular at the origin. The inner product and the logarithmic derivative are

$$
\langle f|g\rangle=\int_0^s f\,g\,r^2dr,\qquad D\{f\}=\frac{s f'(s)}{f(s)} .
$$

A prime means $d/dr$, and a dot means an energy derivative. The function $\phi(E,r)$ solves $(H-E)\phi=0$ with $\langle\phi|\phi\rangle=1$ at every $E$, and its sign is chosen to vary continuously with $E$. Without an energy argument, $\phi,\dot\phi,\ddot\phi$ are taken at $E_\nu$. I assume $\phi(s)\neq0$ and $\dot\phi(s)\ne0$ wherever their logarithmic derivatives are written; a form free of this restriction is given below.

## Relations for the energy derivatives

Differentiating $(H-E)\phi(E,r)=0$ once with respect to $E$ gives $(H-E)\dot\phi-\phi=0$. A second differentiation gives $(H-E)\ddot\phi-2\dot\phi=0$. At $E_\nu$, therefore,

$$
(H-E_\nu)\phi=0,\quad (H-E_\nu)\dot\phi=\phi,\quad (H-E_\nu)\ddot\phi=2\dot\phi. \tag{4}
$$

Differentiating the normalization once and twice gives

$$
\langle\phi|\dot\phi\rangle=0,\qquad \langle\phi|\ddot\phi\rangle=-\langle\dot\phi|\dot\phi\rangle=-p. \tag{5}
$$

The orthogonality matters in an implementation. The inhomogeneous equation for $\dot\phi$ fixes its regular solution only up to a multiple of $\phi$. If a solver returns some regular solution $f$ of $(H-E_\nu)f=\phi$, the required function is

$$
\dot\phi=f-\phi\,\langle\phi|f\rangle .
$$

Equation (2) is valid for this orthogonal choice.

## Symmetry of the Hamiltonian in the sphere

On a finite sphere, $H$ is not symmetric between arbitrary functions. The centrifugal and potential terms cancel in the difference below, which leaves the second derivatives:

$$
\begin{aligned}
\langle f|Hg\rangle-\langle Hf|g\rangle
&=-\frac{\hbar^2}{2m}\int_0^s\left[(rf)(rg)''-(rf)''(rg)\right]dr\\
&=-\frac{\hbar^2}{2m}\Big[(rf)(rg)'-(rf)'(rg)\Big]_0^s\\
&=-\frac{\hbar^2}{2m}s^2\left[f(s)g'(s)-f'(s)g(s)\right].
\end{aligned}
$$

The lower limit vanishes because the functions are regular. With $s f'(s)=D\{f\}f(s)$, and likewise for $g$, this becomes

$$
\langle f|Hg\rangle-\langle Hf|g\rangle=\frac{\hbar^2}{2m}\,s f(s)g(s)\left(D\{f\}-D\{g\}\right). \tag{6}
$$

Thus $H$ is symmetric between functions that have the same logarithmic derivative.

Two special cases are needed. For $f=\phi$ and $g=\dot\phi$, subtracting $E_\nu$ from $H$ in both terms changes nothing, and (4) makes the left side $\langle\phi|\phi\rangle-0=1$:

$$
\frac{\hbar^2}{2m}\,s\,\phi(s)\dot\phi(s)\left(D\{\phi\}-D\{\dot\phi\}\right)=1. \tag{7}
$$

The two logarithmic derivatives therefore differ, which is why mixing in $\dot\phi$ can change $D$. Equation (7) is also a useful check of sign and normalization in a code.

For $f=\phi$ and $g=\ddot\phi$, the left side is $2\langle\phi|\dot\phi\rangle=0$. Hence $\phi(s)\ddot\phi'(s)=\phi'(s)\ddot\phi(s)$: the second derivative $\ddot\phi$ obeys the same boundary condition as $\phi$.

## The mixing coefficient

The requirement $D\{\Phi\}=D$ reads $D\,[\phi(s)+\omega\dot\phi(s)]=s\phi'(s)+\omega s\dot\phi'(s)$. Collecting the terms in $\omega$ gives

$$
\omega=-\frac{D\phi(s)-s\phi'(s)}{D\dot\phi(s)-s\dot\phi'(s)}. \tag{8}
$$

Taking $\phi(s)$ out of the numerator and $\dot\phi(s)$ out of the denominator gives (1). Equation (8) is the safer form in a program, since it remains usable when $\phi(s)$ or $\dot\phi(s)$ vanishes.

Three limits show what $\omega$ does.

- Near $D=D\{\phi\}$, the denominator of (1) may be evaluated at $D\{\phi\}$. Using (7) to eliminate $\dot\phi(s)$ gives
$$
\omega\simeq-\frac{\hbar^2}{2m}s\,\phi(s)^2\,(D-D\{\phi\}).
$$
A lower $D$ means a higher energy.
- For $|D|\to\infty$ the function has a node at the boundary, and $\omega\to-\phi(s)/\dot\phi(s)$.
- For $D\to D\{\dot\phi\}$, $\omega$ diverges and $\Phi$ becomes proportional to $\dot\phi$. Equation (2) then returns $E_\nu$. This is the correct expectation value for $\dot\phi$, but it is no longer a local approximation to the energy.

## The expectation value

By (4), $(H-E_\nu)\Phi=0+\omega\phi$. By (5), $\langle\Phi|\phi\rangle=1$ and $\langle\Phi|\Phi\rangle=1+p\omega^2$, because the cross terms vanish. Hence

$$
E_{\rm var}-E_\nu=\frac{\langle\Phi|H-E_\nu|\Phi\rangle}{\langle\Phi|\Phi\rangle}=\frac{\omega\langle\Phi|\phi\rangle}{1+p\omega^2}=\frac{\omega}{1+p\omega^2},
$$

which is (2).

A code that uses gradients for the kinetic energy must keep a surface term. Since $r(r\Phi)''=(r^2\Phi')'$, integration by parts gives

$$
\begin{aligned}
\langle\Phi|H|\Phi\rangle={}&\int_0^s\left\{\frac{\hbar^2}{2m}\left[r^2\Phi'^2+l(l+1)\Phi^2\right]+r^2V\Phi^2\right\}dr\\
&-\frac{\hbar^2}{2m}\,s\,D\,\Phi(s)^2 .
\end{aligned}
$$

The last term is $-(\hbar^2/2m)s^2\Phi(s)\Phi'(s)$ rewritten with $D$. Omitting it changes the energy unless $D=0$ or $\Phi(s)=0$.

## The order of the error

Let $\psi=\phi(E,r)$ be the exact solution whose logarithmic derivative is the prescribed $D$. Since $\psi$ and $\Phi$ share this $D$, $H$ is symmetric between them, and $\langle\psi|(H-E_\nu)\Phi\rangle$ can be evaluated in two ways. Acting to the right gives $\omega\langle\psi|\phi\rangle$. Acting to the left gives $\varepsilon\langle\psi|\Phi\rangle$. Therefore

$$
\omega\langle\psi|\phi\rangle=\varepsilon\left(\langle\psi|\phi\rangle+\omega\langle\psi|\dot\phi\rangle\right),
$$

and, solving for $\omega$,

$$
\omega=\frac{\varepsilon}{1-\varepsilon y},\qquad y=\frac{\langle\psi|\dot\phi\rangle}{\langle\psi|\phi\rangle}. \tag{9}
$$

No expansion has been made so far. Now insert $\psi=\phi+\varepsilon\dot\phi+\frac12\varepsilon^2\ddot\phi+O(\varepsilon^3)$. With (5) and the definition of $c$,

$$
\langle\psi|\dot\phi\rangle=p\varepsilon+c\varepsilon^2+O(\varepsilon^3),\qquad
\langle\psi|\phi\rangle=1-\tfrac12p\varepsilon^2+O(\varepsilon^3).
$$

The denominator of $y$ affects $y$ first at order $\varepsilon^3$, so $y=p\varepsilon+c\varepsilon^2+O(\varepsilon^3)$. Expanding (9) gives

$$
\omega=\varepsilon+p\varepsilon^3+c\varepsilon^4+O(\varepsilon^5). \tag{10}
$$

For small $\omega$, (2) is $E_{\rm var}-E_\nu=\omega-p\omega^3+O(\omega^5)$, and (10) gives $\omega^3=\varepsilon^3+O(\varepsilon^5)$. Thus

$$
E_{\rm var}-E_\nu=\varepsilon+(p-p)\varepsilon^3+c\varepsilon^4+O(\varepsilon^5).
$$

The cubic terms cancel, which proves (3). The norm $1+p\omega^2$ therefore removes the leading error of $\omega$.

The variational principle gives the same coefficient. Define $\chi=\Phi-\psi$, which satisfies the same homogeneous boundary condition as $\Phi$ and $\psi$. Since $(H-E)\psi=0$ and $H$ is symmetric among these functions, all terms containing $\psi$ drop out:

$$
E_{\rm var}-E=\frac{\langle\Phi|H-E|\Phi\rangle}{\langle\Phi|\Phi\rangle}=\frac{\langle\chi|H-E|\chi\rangle}{\langle\Phi|\Phi\rangle}. \tag{11}
$$

From (10), $\chi=(\omega-\varepsilon)\dot\phi-\frac12\varepsilon^2\ddot\phi+O(\varepsilon^3)=-\frac12\varepsilon^2\ddot\phi+O(\varepsilon^3)$. The numerator is then $\frac14\varepsilon^4\langle\ddot\phi|2\dot\phi\rangle=c\varepsilon^4$ to leading order, and the denominator is $1+O(\varepsilon^2)$. A second-order error in the function has become a fourth-order error in the energy.

## Size and sign of the coefficients

Let $\phi_n$ be the orthonormal eigenfunctions of $H$ with the boundary condition $D\{\phi_n\}=D\{\phi\}$, and let $E_n$ be their energies. One of them is $\phi$ itself. For the others, set $\Delta_n=E_n-E_\nu$. Apply (6) with $f=\phi_n$ and $g=\dot\phi$. Because $\langle\phi_n|\phi\rangle=0$, the left side is $(E_\nu-E_n)\langle\phi_n|\dot\phi\rangle$. By (7), the right side is $\phi_n(s)/\phi(s)$. Hence

$$
\langle\phi_n|\dot\phi\rangle=-\frac{\phi_n(s)}{\phi(s)\,\Delta_n}.
$$

Since $\ddot\phi$ has the boundary condition of the $\phi_n$, symmetry and (4) give $\Delta_n\langle\phi_n|\ddot\phi\rangle=2\langle\phi_n|\dot\phi\rangle$. Inserting the complete set into $p$ and $c$, where $\phi$ itself drops out because $\langle\phi|\dot\phi\rangle=0$, yields

$$
p=\sum_n{}'\frac{w_n}{\Delta_n^2},\qquad
c=\sum_n{}'\frac{w_n}{\Delta_n^3},\qquad
w_n=\frac{\phi_n(s)^2}{\phi(s)^2}. \tag{12}
$$

The prime on the sum excludes $\phi$. The relative error $c\varepsilon^3=\sum_n{}'w_n(\varepsilon/\Delta_n)^3$ is small when the other levels with the same boundary condition are far away compared with $|\varepsilon|$ and the weights $w_n$ are not large. If $\phi(s)$ is small compared with $\phi_n(s)$, the weight $w_n$ is large, but it acts only through $w_n/\Delta_n^2$ and $w_n/\Delta_n^3$, so it narrows the usable range of $\varepsilon$ only if the distance $\Delta_n$ does not offset it. In the model of the worked example, with $E_\nu$ placed 2 eV above the energy 12.87 eV at which $\phi(s)$ first vanishes, the level at $-1474$ eV has $w_n\approx1.4\times10^3$, yet its term amounts to only 6 % of $|c|$.

If $E_\nu$ lies on the lowest branch, all $\Delta_n$ are positive. Then $c>0$, and $c\le p/\Delta_1$, where $\Delta_1$ is the distance to the next level. This bounds the leading error term by $p\varepsilon^4/\Delta_1$. In addition, $\Phi$ is an admissible trial function for the given $D$, so $E_{\rm var}$ cannot lie below the lowest exact level with that $D$. On a higher branch, levels below $E_\nu$ contribute negatively to $c$, and $E_{\rm var}$ may lie below the exact energy of its branch.

Without level sums, $c$ can be found from $p$ at neighbouring expansion energies. Differentiating $p=\langle\dot\phi|\dot\phi\rangle$ gives $dp/dE_\nu=2\langle\dot\phi|\ddot\phi\rangle=4c$.

## Range of use

The derivative of (2) with respect to $\omega$ is $(1-p\omega^2)/(1+p\omega^2)^2$. The estimate rises with $\omega$ between its minimum at $\omega=-1/\sqrt p$ and its maximum at $\omega=1/\sqrt p$, and falls outside this interval, tending to $E_\nu$ as $|\omega|\to\infty$. Consequently

$$
|E_{\rm var}-E_\nu|\le\frac{1}{2\sqrt p}. \tag{13}
$$

An exact level farther from $E_\nu$ than this cannot be reproduced. The limit is not an accuracy criterion: useful accuracy requires $\sqrt p\,|\varepsilon|\ll1$ and a small $c\varepsilon^4$. A wide energy range needs more than one $E_\nu$ or a larger radial basis.

The result concerns one $l$ in one sphere. It does not cover errors from the shape of the potential or from the treatment of the region outside the sphere. An energy-dependent $V$ would add a term to $(H-E_\nu)\dot\phi=\phi$, and (2) would then not follow.

## Worked example

The model is a $d$ channel, $l=2$, with an electron in the potential $V(r)=-V_0e^{-r^2/a^2}$. The parameters are $V_0=100$ eV, $a=0.10$ nm, $s=0.15$ nm and $E_\nu=-1$ eV, on the lowest branch. The radial solutions give

- $\phi(s)=22.3675\ \mathrm{nm^{-3/2}}$ and $\dot\phi(s)=-1.32807\ \mathrm{eV^{-1}\,nm^{-3/2}}$,
- $D\{\phi\}=-1.47414$ and $D\{\dot\phi\}=4.41631$,
- $p=6.8611\times10^{-4}\ \mathrm{eV^{-2}}$ and $c=1.2144\times10^{-5}\ \mathrm{eV^{-3}}$.

For the prescribed value $D=-3$, (1) gives

$$
\omega=-\frac{22.3675}{-1.32807}\;\frac{-3+1.47414}{-3-4.41631}\ \mathrm{eV}=3.4652\ \mathrm{eV}.
$$

Then $p\omega^2=0.00824$, and

$$
E_{\rm var}=-1\ \mathrm{eV}+\frac{3.4652\ \mathrm{eV}}{1.00824}=2.4369\ \mathrm{eV}.
$$

Diagonalization with the same boundary condition gives $E=2.4353$ eV. The error of $E_{\rm var}$ is 1.6 meV, against 29.9 meV for $E_\nu+\omega$. Three boundary conditions compare as follows, with energies in eV:

| $D$ | $E_\nu+\omega$ | $E_{\rm var}$ | exact $E$ |
|---:|---:|---:|---:|
| 0 | −6.6218 | −6.5025 | −6.5149 |
| −3 | 2.4652 | 2.4369 | 2.4353 |
| −6 | 6.3179 | 6.0585 | 6.0337 |

In all three rows $E_{\rm var}$ lies above the exact energy, as it must on the lowest branch. The simpler estimate lies below it for $D=0$ and above it for the other two, in line with the sign of $p\varepsilon^3$.

To see the orders separately, choose the exact energy first and compute its $D$. The errors relative to the exact energy, in meV, are:

| $\varepsilon$ (eV) | $\omega-\varepsilon$ | $E_{\rm var}-E$ | $c\varepsilon^4$ |
|---:|---:|---:|---:|
| −4 | −41.4 | 3.34 | 3.11 |
| −1 | −0.675 | 0.0124 | 0.0121 |
| 1 | 0.699 | 0.0119 | 0.0121 |
| 4 | 47.8 | 2.84 | 3.11 |

The cubic error changes sign with $\varepsilon$, while the quartic error does not. Between $|\varepsilon|=0.25$ and 0.50 eV, the measured powers are 2.99 and 4.01 below $E_\nu$, and 3.01 and 3.99 above it. The leading term $c\varepsilon^4$ is too small below $E_\nu$ and too large above it, so the remaining error is mainly odd in $\varepsilon$, with a negative coefficient, in this model.

The next level with the boundary condition of $\phi$ lies $\Delta_1=50.88$ eV higher. The bound $p/\Delta_1=1.35\times10^{-5}\ \mathrm{eV^{-3}}$ exceeds the actual $c$ by 11 % of $c$. By (12), $c/p$ is the average of $1/\Delta_n$ with weights $w_n/\Delta_n^2$, and here this average is $0.90/\Delta_1$. The limit (13) is $1/(2\sqrt p)=19.1$ eV, well outside the range of the tables.

With $E_\nu=60$ eV there is one level below the expansion energy, and $c=-9.4\times10^{-7}\ \mathrm{eV^{-3}}$. Near this $E_\nu$ the estimate therefore lies below the exact energy. The errors $E_{\rm var}-E$ at $\varepsilon=-1$ and $+1$ eV are $-9.1\times10^{-7}$ and $-9.7\times10^{-7}$ eV. Their mean, in which the odd terms cancel, agrees with $c\varepsilon^4$ to better than 0.1 %. At $\varepsilon=\pm0.5$ eV the errors are only about $6\times10^{-8}$ eV, so extracting $c$ from them to 1 % requires energies accurate to better than $10^{-9}$ eV.

The numerical check also tests (7), (11), the sums (12) and the gradient form of the energy for this model.

## Order of operations in a code

1. Solve for $\phi$ at $E_\nu$ and normalize it in the sphere.
2. Solve $(H-E_\nu)f=\phi$ and orthogonalize $f$ to $\phi$ to obtain $\dot\phi$. Check both (7) and $\langle\phi|\dot\phi\rangle=0$. The second check is needed because (7) is unchanged when a multiple of $\phi$ is added to $\dot\phi$, whereas (2) is not valid for such a mixture.
3. Compute $p$ by quadrature, and $c$ from $\frac14dp/dE_\nu$ if an error estimate is wanted.
4. For each $D$, obtain $\omega$ from (8) and the energy from (2).
5. Reject or re-expand cases in which $\sqrt p\,|\omega|$ is not small. Near $D\{\dot\phi\}$ the returned energy looks harmless because it approaches $E_\nu$, so the test must be made on $\omega$ and not on $E_{\rm var}$.

## Computed values

```
hbar^2/2m = 0.0380998 eV nm^2
l = 2, sphere radius s = 0.15 nm
well depth = 100.0 eV, well range = 0.10 nm
E_nu = -1.0 eV
phi(s) = 22.367500 nm^-3/2
phidot(s) = -1.328066 eV^-1 nm^-3/2
D of phi = -1.474142, D of phidot = 4.416312
surface relation of phi and phidot (should be 1) = 1.000000000
p by quadrature = 6.861125e-04 eV^-2, by level sum = 6.861125e-04 eV^-2
quartic coefficient by quadrature = 1.214380e-05 eV^-3
quartic coefficient by level sum = 1.214380e-05 eV^-3
next level at the same D lies higher by 50.8774 eV
Prescribed D: energies in eV
  D   omega      E_nu+omega  E_var      exact E
   0  -5.621827   -6.621827  -6.502507  -6.514877
     errors: E_nu+omega -1.069e-01 eV, E_var 1.237e-02 eV
  -3   3.465165    2.465165   2.436851   2.435282
     errors: E_nu+omega 2.988e-02 eV, E_var 1.569e-03 eV
  -6   7.317872    6.317872   6.058526   6.033738
     errors: E_nu+omega 2.841e-01 eV, E_var 2.479e-02 eV
largest possible E_var - E_nu = 19.0885 eV
Prescribed eps = E - E_nu: errors in eV
 eps    D          omega-eps    E_var-E      quartic term
  -4  -0.334207  -4.1448e-02   3.3409e-03   3.1088e-03
  -2  -0.847415  -5.3158e-03   2.0173e-04   1.9430e-04
  -1  -1.143789  -6.7465e-04   1.2379e-05   1.2144e-05
   1  -1.846240   6.9898e-04   1.1901e-05   1.2144e-05
   2  -2.270459   5.7072e-03   1.8637e-04   1.9430e-04
   4  -3.337753   4.7843e-02   2.8429e-03   3.1088e-03
error powers below E_nu: omega 2.9939, E_var 4.0065
error powers above E_nu: omega 3.0066, E_var 3.9924
cubic coefficient from omega errors = 6.86288e-04 eV^-2
quartic coefficient from E_var errors = 1.21426e-05 eV^-3
higher branch: E_nu = 60.0 eV, levels below it = 1
higher branch: D of phi = -4.17823, p = 2.88629e-04 eV^-2
higher branch: quartic coefficient = -9.38912e-07 eV^-3
higher branch: same from E_var errors = -9.52355e-07 eV^-3
```
